\section*{A paramagnetic insulator need not have zero local moments}

Eight patterns of up and down moments, placed at random on a 144-site Hubbard lattice with as many up as down, give a mean-field insulator with an average gap of $6.2\,t$, where $t$ is the hopping energy. With the moment on every site set to zero, the same lattice has no gap, and its energy is higher by $1.57\,t$ per site. Both calculations have zero total moment. Why are the results so different?

\section{The belief and its appeal}

The belief is that a paramagnet, having no average spin density, should be calculated without spin polarization. If that calculation gives a metal while the ordered phase is an insulator, magnetic order would seem to be the cause of the gap.

The first half of the argument is sound: above the ordering temperature and without a field, the thermal average of the moment vanishes on every site. For weakly interacting electrons the non-polarized calculation is also a reasonable start. The error lies in replacing an average over configurations by one configuration that has the average moment.

\section{One model for all the states}

Take a square lattice of $N$ sites, periodic with even side length, with one electron per site:
\begin{equation}
H=-t\sum_{\langle ij\rangle\sigma}(c^\dagger_{i\sigma}c_{j\sigma}+\mathrm{h.c.})
+U\sum_i n_{i\uparrow}n_{i\downarrow}.
\end{equation}
In unrestricted Hartree--Fock theory with collinear spins, the energy of a Slater determinant is $\langle T\rangle+U\sum_i\langle n_{i\uparrow}\rangle\langle n_{i\downarrow}\rangle$, where $T$ is the hopping term. An electron of spin $\sigma$ on site $i$ feels the potential $U\langle n_{i,-\sigma}\rangle$. Let $n_i$ and $m_i$ be the sum and difference of the up and down occupations. Then $\langle n_{i,-\sigma}\rangle=(n_i-\sigma m_i)/2$, with $\sigma=\pm1$. If $n_i=1$, and levels are measured from $U/2$,
\begin{equation}
h_\sigma=T-\sigma D,\qquad D_{ij}=\tfrac12Um_i\,\delta_{ij},
\label{h}
\end{equation}
\begin{equation}
E=\langle T\rangle+\frac U4\sum_i(1-m_i^2).
\label{E}
\end{equation}

The assumption $n_i=1$ is consistent for any pattern of moments. Let $P$ be diagonal, with $+1$ on one sublattice and $-1$ on the other. Hopping connects opposite sublattices, so $PTP=-T$, while $PDP=D$. Hence
\begin{equation}
Ph_\uparrow P=-T-D=-h_\downarrow .
\end{equation}
An up level $\phi$ at energy $\varepsilon$ has a down partner $P\phi$ at $-\varepsilon$, with the same weight on each site. Filling all negative levels therefore fills the down partners of the empty up levels, so $\langle n_{i\downarrow}\rangle=1-\langle n_{i\uparrow}\rangle$. Levels at zero, if present, are half filled. The calculation did not impose this result: the random patterns were started with a disturbed charge density and converged to $n_i=1$.

\section{Two reference states}

With all $m_i=0$, the levels are
\begin{equation}
\varepsilon_{\mathbf k}=-2t(\cos k_x+\cos k_y)=-4t\cos a\cos b,
\end{equation}
where $a=(k_x+k_y)/2$ and $b=(k_x-k_y)/2$. The half-filled band crosses zero along lines in the Brillouin zone, so the state is a metal for every $U$. The average of $|\cos a|$ is $2/\pi$, and likewise for $b$, so $\langle|\varepsilon_{\mathbf k}|\rangle=16t/\pi^2$. Since the band averages to zero, its negative part contributes $-\langle|\varepsilon_{\mathbf k}|\rangle/2$ per spin. Two spins and equation (\ref{E}) give
\begin{equation}
\frac{E_0}{N}=\frac U4-\frac{16t}{\pi^2}.
\end{equation}
At $U=12t$ this is $3.000\,t-1.621\,t=1.379\,t$. The 144-site cell gives $1.397\,t$, the difference being a finite-size effect.

For staggered order, $m_i=\pm m$ on the two sublattices. Put $\Delta=Um/2$. The potential couples $\mathbf k$ to $\mathbf k+(\pi,\pi)$, where the band energy has the opposite sign:
\begin{equation}
\begin{pmatrix}\varepsilon_{\mathbf k}&-\sigma\Delta\\-\sigma\Delta&-\varepsilon_{\mathbf k}\end{pmatrix}
\quad\Rightarrow\quad
\pm E_{\mathbf k}=\pm\sqrt{\varepsilon_{\mathbf k}^2+\Delta^2}.
\end{equation}
Because $\varepsilon_{\mathbf k}=0$ occurs, the gap is $2\Delta=Um$. The derivative of a filled level, $-E_{\mathbf k}$, with respect to $-\Delta$ is $\Delta/E_{\mathbf k}$, which is its contribution to the staggered moment. There are $N/2$ filled levels for each of two spins, so $m=\langle\Delta/E_{\mathbf k}\rangle$. Inserting $m=2\Delta/U$ gives
\begin{equation}
1=\frac U2\left\langle\frac1{\sqrt{\varepsilon_{\mathbf k}^2+\Delta^2}}\right\rangle .
\end{equation}
At $U=12t$ the solution has $m=0.948$, a gap of $11.38\,t$ and an energy of $-0.322\,t$ per site.

\section{A gap without order}

Now let the signs of the $m_i$ be arbitrary, and let $m_{\min}$ be the smallest $|m_i|$ in a self-consistent solution. Without hopping, every level of $h_\uparrow$ lies at least $Um_{\min}/2$ from zero. The eigenvalues of $T$ lie between $-4t$ and $4t$. By Weyl's inequality, adding $T$ moves each eigenvalue, taken in order, by at most $4t$. The spectrum of $h_\downarrow$ is the mirror image, so
\begin{equation}
\text{gap}\ \ge\ Um_{\min}-8t
\label{bound}
\end{equation}
whenever the right side is positive. The number of filled up levels then equals the number of up moments, and the two spins together hold $N$ electrons. No order was assumed. The gap is protected whenever the smallest local splitting $Um_{\min}$ exceeds the bandwidth $8t$.

In the eight random patterns, the self-consistent moments kept their signs on every site. The smallest was $0.940$, which guarantees a gap of $12t\times0.940-8t\approx3.3\,t$. The calculated gaps run from $5.6\,t$ to $6.5\,t$. Disorder has preserved an insulating gap, but only 54 per cent of the ordered one on average.

The bound also shows what can shrink the gap. In a saturated ferromagnet, $m_i=1$, the filled up band ends at $-U/2+4t$ and the empty down band begins at $U/2-4t$. The gap is $U-8t=4t$. Parallel patches of $2\times2$, $4\times4$ and $8\times8$ sites in a staggered background give $7.3\,t$, $5.4\,t$ and $4.5\,t$, approaching that value.

An infinite random sample contains parallel patches of every finite size. If the moments deep inside large patches saturate, states confined there have energies arbitrarily close to the ferromagnetic band edges, and the gap of the whole sample cannot exceed $U-8t$. The average of $6.2\,t$, and the 54 per cent derived from it, therefore belong to cells of this size and are not infinite-system values. The mean gap drifts down from about $6.5\,t$ in 64-site cells to about $5.9\,t$ in 400-site cells, with a scatter of $0.3\,t$ to $0.5\,t$ between patterns. As $U/t$ grows, the loss is limited by the bandwidth, and the ratio of the disordered to the ordered gap tends to one.

\section{What disorder costs in energy}

For $U\gg t$, begin with one localized electron per site. An up electron on an up site has energy $-U/2$; on a neighbouring down site it would have $+U/2$. First-order perturbation theory gives it an amplitude on that neighbour of
\begin{equation}
\frac{-t}{-U/2-U/2}=\frac tU .
\end{equation}
Mixing between two up sites only recombines filled up orbitals and leaves the determinant unchanged. Thus only antiparallel bonds matter at this order.

On such a bond, the up electron gains hopping energy $2(-t)(t/U)=-2t^2/U$, and the down electron gains the same. Each also puts a density $t^2/U^2$ on the other's site, where the majority density is nearly one. The two sites together pay $2U(t^2/U^2)=2t^2/U$. The net energy of the bond is
\begin{equation}
-\frac{4t^2}{U}+\frac{2t^2}{U}=-\frac{2t^2}{U}.
\end{equation}
A site with $a_i$ antiparallel neighbours loses $a_it^2/U^2$ of its majority density and gains as much minority density, so
\begin{equation}
|m_i|\simeq1-\frac{2a_it^2}{U^2}.
\end{equation}
This explains why the mean random moment, $0.971$, exceeds the ordered one. On average $a_i$ is close to 2 in the random patterns, giving $0.972$, whereas order has $a_i=4$, giving $0.944$.

Let $C$ be the average product of the moment signs on neighbouring sites. There are $2N$ bonds, of which a fraction $(1-C)/2$ is antiparallel. Therefore
\begin{equation}
\frac EN=-\frac{2t^2}{U}(1-C)+O\!\left(\frac{t^4}{U^3}\right).
\label{exchange}
\end{equation}
There is no term in $t^3$, because the transformation $P$ reverses the sign of $t$ without changing the energy. For the random patterns, $C=-0.0035$ and equation (\ref{exchange}) gives $-0.167\,t$; the full calculation gives $-0.168\,t$.

Measured in the same cell, forming ordered moments lowers the energy by $1.397\,t+0.322\,t\approx1.72\,t$ per site. Forming random moments lowers it by $1.397\,t+0.168\,t\approx1.57\,t$, or 91 per cent as much. Destroying order costs an exchange energy of order $t^2/U$. Removing the moments costs an energy that grows as $U/4$.

The origin of the larger cost is double occupancy. It is $0.25$ per site in the zero-moment state and $0.014$ in the random states, so the interaction energy falls from $3.00\,t$ to about $0.17\,t$. This outweighs the loss of hopping energy, from $-1.60\,t$ to about $-0.34\,t$.

\section{Why the average cannot be taken first}

Reverse every moment in a random pattern. This exchanges the spin labels, so the energy and gap are unchanged. For one pattern and its reversal, both gaps are $6.01\,t$, while the average moment is zero on every site. The non-polarized calculation uses that average as its input and finds a metal. Equation (\ref{E}) shows part of the reason: the interaction energy contains $m_i^2$, which is the same for both patterns and does not cancel when they are averaged.

A vanishing average also says little about the moment in a quantum state. For two sites and two electrons, the singlet with one electron on each site and the even combination of doubly occupied sites are coupled by $-2t$: four hopping elements $-t$, multiplied by the normalization $1/2$. The matrix
\begin{equation}
\begin{pmatrix}0&-2t\\-2t&U\end{pmatrix}
\end{equation}
has the lower eigenvalue $E=(U-\sqrt{U^2+16t^2})/2$. Since $\partial E/\partial U$ is the double occupancy of both sites together, the value per site is
\begin{equation}
d=\frac14\left(1-\frac{U}{\sqrt{U^2+16t^2}}\right).
\end{equation}
For the moment operator $\hat m_i=n_{i\uparrow}-n_{i\downarrow}$, the identity $n_{i\sigma}^2=n_{i\sigma}$ and one electron per site give $\langle\hat m_i^2\rangle=1-2d$. At $U=12t$ this is $0.974$, although $\langle\hat m_i\rangle=0$. The non-polarized determinant has $d=1/4$ and hence $\langle\hat m_i^2\rangle=1/2$. It too has moment fluctuations, but it does not suppress double occupancy.

\section{Where the conclusion stops}

Random moments open a gap only if they are strong enough. If fields $D_{ii}=\pm t$ are imposed, staggered signs give a gap of $2t$, but the eight random patterns give $0.03\,t$ on average. That is comparable to an ordinary level spacing. The 288 levels span at most $10t$ by Weyl's inequality. They span at least $8t$, because the uniform state has energy expectation $-4t$ (the signs sum to zero) and the combined spectrum is symmetric about zero. Their mean spacing therefore lies between $0.028\,t$ and $0.035\,t$. These fields are not self-consistent, and a missing gap does not by itself establish metallic conduction. They do show that weak random fields leave no gap. The condition in equation (\ref{bound}) is sufficient, but in a finite cell it is not necessary: fields of $\pm3t$, for which the bound is negative, still give about $0.7\,t$ in 144-site cells, which contain no large parallel patches.

Equal weighting of random patterns also needs a temperature high compared with exchange energies but low compared with the charge gap. Reversing one moment in the ordered state breaks four antiparallel bonds and costs $8t^2/U$ to second order in $t/U$, an estimate of $0.67\,t$ at $U=12t$; the self-consistent value is $0.61\,t$. Weighting the patterns with equation (\ref{exchange}) at a high temperature $\tau$, in energy units, gives $C\simeq-t^2/(U\tau)$, still about $-0.13$ at $\tau=0.67\,t$. At the other end, thermal occupation shrinks the mean-field moments well before $\tau$ reaches the gap, to about $0.90$ at $1.5\,t$ and $0.77$ at $2\,t$. The window is therefore narrow here and widens as $U$ increases. At lower temperatures, short-range order makes $C$ negative and brings the energy closer to that of the ordered state.

Finally, the moments here are static and collinear. Quantum spin fluctuations are omitted. The random patterns are also saddle points, not minima. To second order, a bond whose moments make an angle $\theta_{ij}$ has energy $-(t^2/U)(1-\cos\theta_{ij})$, so tilting moment $i$ by $\theta$ changes the energy by $(t^2/U)(2a_i-4)(1-\cos\theta)$, which is negative for $a_i<2$. If rotation is allowed, the moments relax toward antiferromagnetic alignment, and only the collinear constraint holds a pattern in place. The patterns stand for snapshots of a thermally disordered state. Imposed fields of the same strength in random directions also give an insulator, with a gap near $6.6\,t$ instead of $6.2\,t$. Within these limits the correction is this: in a static mean-field theory built on one determinant, with $U$ well above the bandwidth, a paramagnet should be represented by many configurations with local moments, and its properties averaged after each configuration has been solved. Methods that suppress double occupancy directly, as the exact two-site singlet does, can describe the gapped state without any spin polarization.

\section*{Computed values}
\begin{verbatim}
Repulsion U = 12.0 t; bandwidth W = 8.0 t
Supercell: 12 x 12 = 144 sites
Zero moment: gap = 0.0000 t
Zero moment: energy per site, supercell = 1.3969 t
Zero moment: energy per site, dense mesh = 1.3789 t
Zero moment: kinetic energy per site, dense mesh = -1.6211 t
Zero moment: double occupancy = 0.2500
Zero moment: fraction of levels within 0.5 t of Fermi level = 0.2264
Ordered: moment = 0.9483
Ordered: gap = 11.3799 t
Ordered: energy per site = -0.3225 t
Ordered: double occupancy = 0.0252
Ferromagnet: gap = 4.0000 t; energy per site = 0.0000 t
Random: number of patterns = 8
Random: mean neighbour correlation C = -0.0035
Random: mean absolute moment = 0.9710
Random: smallest absolute moment = 0.9397
Random: gap mean = 6.1768 t
Random: gap range = 5.6187 to 6.5147 t
Random: guaranteed gap from smallest moment = 3.2760 t
Random: energy per site mean = -0.1684 t
Random: energy standard deviation = 0.0061 t
Random: double occupancy mean = 0.0143
Second-order random energy = -0.1672 t
Zero-moment minus ordered energy = 1.7193 t
Random minus ordered energy = 0.1540 t
Moment-formation energy retained = 91.0 percent
Random gap / ordered gap = 0.5428
Pattern and reversal: largest average moment = 0.0000
Pattern and reversal: gaps = 6.0125, 6.0125 t
20 x 20 random cell: C = 0.0400
20 x 20 random cell: gap = 5.5912 t; energy = -0.1616 t
Parallel patch 2 x 2 in ordered cell: gap = 7.2630 t
Parallel patch 4 x 4 in ordered cell: gap = 5.4214 t
Parallel patch 8 x 8 in ordered cell: gap = 4.4683 t
U = 20 t random: energy = -0.10577 t; second order = -0.10556 t
U = 40 t random: energy = -0.05280 t; second order = -0.05278 t
Imposed field 1 t: random mean gap = 0.0277 t
Imposed field 1 t: staggered gap = 2.0000 t
Exact two-site singlet: mean moment = 0.0000
Exact two-site singlet: mean squared moment = 0.9743
Exact two-site singlet: double occupancy per site = 0.0128
\end{verbatim}
